# From Smith's piezoresistance to elastoresistance coefficients in n-type silicon: verification in Python

```python
# Result under test: for a cubic crystal the elastoresistance coefficients m follow from
# the piezoresistance coefficients pi and the stiffnesses c as
#   m11 = pi11 c11 + 2 pi12 c12,  m12 = pi11 c12 + pi12 (c11 + c12),  m44 = pi44 c44,
# giving about -101, 57 and -11 for lightly doped n-type silicon at room temperature.
# pi: relative resistivity change per stress (1/Pa); c: stiffness (Pa); m: relative
# resistivity change per strain, with engineering shear strain gamma_xy = 2 e_xy.
# A rough six-valley model (equal relaxation times) sizes the neglected effects.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

pi11, pi12, pi44 = -102.2e-11, 53.4e-11, -13.6e-11
c11, c12, c44 = 165.7e9, 63.9e9, 79.6e9
stress = 20e6
temperature = 300.0


def elastoresistance(p11, p12, p44):
    return (p11 * c11 + 2 * p12 * c12,
            p11 * c12 + p12 * (c11 + c12),
            p44 * c44)


m11, m12, m44 = elastoresistance(pi11, pi12, pi44)
assert abs(m11 + 101) < 1 and abs(m12 - 57) < 1 and abs(m44 + 11) < 1

# Full fourth-rank tensors built from the cubic invariants
delta = np.eye(3)
pair = np.einsum('ij,kl->ijkl', delta, delta)
exchange = (np.einsum('ik,jl->ijkl', delta, delta)
            + np.einsum('il,jk->ijkl', delta, delta))
cubic = np.zeros((3, 3, 3, 3))
for axis in range(3):
    cubic[axis, axis, axis, axis] = 1.0
stiffness = c12 * pair + c44 * exchange + (c11 - c12 - 2 * c44) * cubic
# off-diagonal stress enters twice in the double sum, hence pi44 / 2
piezo = pi12 * pair + pi44 / 2 * exchange + (pi11 - pi12 - pi44) * cubic


def contract(tensor, matrix):
    return np.einsum('ijkl,kl->ij', tensor, matrix)


def change_from_m(strain):
    """Relative resistivity change from the three m coefficients."""
    result = 2 * m44 * strain
    for i in range(3):
        others = np.trace(strain) - strain[i, i]
        result[i, i] = m11 * strain[i, i] + m12 * others
    return result


general_strain = 1e-4 * np.array([[1.3, 0.4, -0.7],
                                  [0.4, -0.6, 0.9],
                                  [-0.7, 0.9, 2.1]])
via_stress = contract(piezo, contract(stiffness, general_strain))
assert np.allclose(change_from_m(general_strain), via_stress, rtol=1e-10, atol=1e-14)

# Symmetry channels, from tensor responses to dilation and to a volume-free strain
dilation_response = contract(piezo, contract(stiffness, np.eye(3)))[0, 0]
deviator = np.diag([1.0, -1.0, 0.0])
deviator_response = contract(piezo, contract(stiffness, deviator))[0, 0]
hydro = (pi11 + 2 * pi12) * (c11 + 2 * c12)
tetragonal = (pi11 - pi12) * (c11 - c12)
assert np.isclose(dilation_response, hydro) and np.isclose(m11 + 2 * m12, hydro)
assert np.isclose(deviator_response, tetragonal) and np.isclose(m11 - m12, tetragonal)

# Bar with free sides: strain by numerical inversion of the stiffness tensor
compliance = np.linalg.pinv(stiffness.reshape(9, 9), rcond=1e-10).reshape(3, 3, 3, 3)


def free_bar(direction, load):
    unit = np.array(direction, float)
    unit /= np.linalg.norm(unit)
    strain = contract(compliance, load * np.outer(unit, unit))
    return strain, unit @ change_from_m(strain) @ unit


strain100, change100 = free_bar([1, 0, 0], stress)
strain110, change110 = free_bar([1, 1, 0], stress)
assert np.isclose(change100, pi11 * stress, rtol=1e-9)
assert np.isclose(change110, (pi11 + pi12 + pi44) / 2 * stress, rtol=1e-9)
poisson = c12 / (c11 + c12)
young = (c11 - c12) * (c11 + 2 * c12) / (c11 + c12)
assert np.isclose(-strain100[1, 1] / strain100[0, 0], poisson)
assert np.isclose(stress / strain100[0, 0], young)
gauge_resistivity = m11 - 2 * poisson * m12
assert np.isclose(gauge_resistivity, pi11 * young)
gauge_total = gauge_resistivity + 1 + 2 * poisson
small_strain, small_change = free_bar([1, 0, 0], 1e-6 * young)
resistance_ratio = ((1 + small_change) * (1 + small_strain[0, 0])
                    / (1 + small_strain[1, 1])**2)
# remaining difference is second order in a strain of 1e-6
assert np.isclose((resistance_ratio - 1) / small_strain[0, 0], gauge_total, rtol=1e-3)

# Rough valley model: populations from Boltzmann factors, total density fixed
xi_u, mass_l, mass_t = 9.0, 0.92, 0.19
k_ev = const.k / const.e


def valley_change(normal_strain, temp):
    """Relative change of resistivity along x."""
    weight = np.exp(-xi_u * np.asarray(normal_strain) / (k_ev * temp))
    weight /= weight.sum()
    mobility = np.array([1 / mass_l, 1 / mass_t, 1 / mass_t])
    return mobility.mean() / (weight @ mobility) - 1


def valley_coefficients(temp):
    h = 1e-6
    return [(valley_change(h * delta[i], temp) - valley_change(-h * delta[i], temp))
            / (2 * h) for i in (0, 1)]


model11, model12 = valley_coefficients(temperature)
ratio = mass_l / mass_t
formula11 = -2 / 3 * (ratio - 1) / (2 * ratio + 1) * xi_u / (k_ev * temperature)
assert np.isclose(model11, formula11, rtol=1e-5)
assert np.isclose(model12, -formula11 / 2, rtol=1e-5)
assert model11 * m11 > 0 and model12 * m12 > 0
hot_factor = valley_coefficients(400.0)[0] / model11
assert np.isclose(hot_factor, temperature / 400.0, rtol=1e-5)


def model_pair(load):
    normal = np.diag(free_bar([1, 0, 0], load)[0])
    linear = model11 * normal[0] + model12 * (normal[1] + normal[2])
    return linear, valley_change(normal, temperature)


linear20, full20 = model_pair(stress)
nonlinearity = full20 / linear20 - 1
linear1000, full1000 = model_pair(1e9)
assert abs(nonlinearity) < 0.05
assert pi11 * 1e9 < -1 and full1000 > -1
splitting = xi_u * (strain100[0, 0] - strain100[1, 1])

# Degeneracy: reduction of d ln(n) / d(Fermi level / kT) below its Boltzmann value 1
mass_dos = (mass_l * mass_t**2)**(1 / 3) * const.m_e
band_density = 12 * (mass_dos * const.k * temperature
                     / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def degeneracy_loss(density):
    target = density / band_density
    u = mp.findroot(lambda z: -mp.re(mp.polylog(1.5, -z)) - target, target)
    slope = -mp.re(mp.polylog(0.5, -u))
    return float(1 - slope / target), float(u)


loss_light, _ = degeneracy_loss(1e15)
loss_heavy, activity = degeneracy_loss(1e19)


def density_integral(z):
    # substitution energy = x^2 removes the square-root endpoint
    return 4 / np.sqrt(np.pi) * quad(
        lambda x: x**2 * z * np.exp(-x**2) / (1 + z * np.exp(-x**2)), 0, 8)[0]


step = 1e-3
numeric_slope = (np.log(density_integral(activity * np.exp(step)))
                 - np.log(density_integral(activity * np.exp(-step)))) / (2 * step)
assert np.isclose(density_integral(activity), 1e19 / band_density, rtol=1e-6)
assert np.isclose(1 - numeric_slope, loss_heavy, rtol=1e-4)

# Largest shifts when pi11 and pi12 are each wrong by up to 1 percent
shifts = []
for a, b in itertools.product((-0.01, 0.01), repeat=2):
    n11, n12, _ = elastoresistance(pi11 * (1 + a), pi12 * (1 + b), pi44)
    shifts.append([abs(n11 - m11), abs(n12 - m12), abs(n11 + 2 * n12 - hydro)])
shift11, shift12, shift_hydro = np.max(shifts, axis=0)
assert shift_hydro / abs(hydro) > 10 * shift11 / abs(m11)

print(f"pi11, pi12, pi44 = {pi11*1e11:.1f}, {pi12*1e11:.1f}, {pi44*1e11:.1f} (1e-11/Pa)")
print(f"c11, c12, c44 = {c11/1e9:.1f}, {c12/1e9:.1f}, {c44/1e9:.1f} GPa")
print(f"pi11*c11 = {pi11*c11:.2f} (dimensionless)")
print(f"2*pi12*c12 = {2*pi12*c12:.2f} (dimensionless)")
print(f"pi11*c12 = {pi11*c12:.2f} (dimensionless)")
print(f"c11+c12 = {(c11+c12)/1e9:.1f} GPa")
print(f"pi12*(c11+c12) = {pi12*(c11+c12):.2f} (dimensionless)")
print(f"m11 = {m11:.2f} (dimensionless)")
print(f"m12 = {m12:.2f} (dimensionless)")
print(f"m44 = {m44:.2f} (engineering shear)")
print(f"2*m44 = {2*m44:.2f} (tensor shear)")
print(f"pi11+2*pi12 = {(pi11+2*pi12)*1e11:.1f} (1e-11/Pa)")
print(f"c11+2*c12 = {(c11+2*c12)/1e9:.1f} GPa")
print(f"m11+2*m12 = {hydro:.2f} (dimensionless)")
print(f"pi11-pi12 = {(pi11-pi12)*1e11:.1f} (1e-11/Pa)")
print(f"c11-c12 = {(c11-c12)/1e9:.1f} GPa")
print(f"m11-m12 = {tetragonal:.2f} (dimensionless)")
print(f"stress = {stress/1e6:.0f} MPa, temperature = {temperature:.0f} K")
print(f"Poisson ratio [100] = {poisson:.4f}")
print(f"Young modulus [100] = {young/1e9:.1f} GPa")
print(f"axial strain [100] = {strain100[0,0]*1e6:.1f} (1e-6)")
print(f"side strain [100] = {strain100[1,1]*1e6:.1f} (1e-6)")
print(f"part m11*axial strain = {100*m11*strain100[0,0]:.3f} %")
print(f"part 2*m12*side strain = {200*m12*strain100[1,1]:.3f} %")
print(f"resistivity change [100] = {100*change100:.3f} %")
print(f"resistivity change [110] = {100*change110:.3f} %")
print(f"gauge factor, resistivity part = {gauge_resistivity:.1f}")
print(f"geometry part 1+2*nu = {1+2*poisson:.2f}")
print(f"gauge factor, resistance = {gauge_total:.1f}")
print(f"model inputs: Xi_u = {xi_u:.1f} eV, m_l = {mass_l}, m_t = {mass_t} (m_e)")
print(f"mass ratio L = {ratio:.2f}, kT = {1000*k_ev*temperature:.2f} meV")
print(f"valley model m11 = {model11:.1f}, m12 = {model12:.1f}")
print(f"valley splitting at 20 MPa = {1000*splitting:.2f} meV")
print(f"model, 20 MPa: linear {100*linear20:.3f} %, full {100*full20:.3f} %")
print(f"nonlinear correction at 20 MPa = {100*nonlinearity:.1f} % of the effect")
print(f"linear law with pi11 at 1 GPa = {100*pi11*1e9:.1f} %")
print(f"model, 1 GPa: linear {100*linear1000:.1f} %, full {100*full1000:.1f} %")
print(f"model effect at 400 K / at 300 K = {hot_factor:.3f}")
print(f"band density of states = {band_density:.2e} cm^-3")
print(f"degeneracy loss at 1e15 cm^-3 = {100*loss_light:.1e} %")
print(f"degeneracy loss at 1e19 cm^-3 = {100*loss_heavy:.1f} %")
print(f"1 % errors in pi11, pi12 shift m11 by up to {shift11:.2f}")
print(f"1 % errors in pi11, pi12 shift m12 by up to {shift12:.2f}")
print(f"1 % errors in pi11, pi12 shift m11+2*m12 by up to {shift_hydro:.2f}")
print("no test failed")
```

Printed output:

```
pi11, pi12, pi44 = -102.2, 53.4, -13.6 (1e-11/Pa)
c11, c12, c44 = 165.7, 63.9, 79.6 GPa
pi11*c11 = -169.35 (dimensionless)
2*pi12*c12 = 68.25 (dimensionless)
pi11*c12 = -65.31 (dimensionless)
c11+c12 = 229.6 GPa
pi12*(c11+c12) = 122.61 (dimensionless)
m11 = -101.10 (dimensionless)
m12 = 57.30 (dimensionless)
m44 = -10.83 (engineering shear)
2*m44 = -21.65 (tensor shear)
pi11+2*pi12 = 4.6 (1e-11/Pa)
c11+2*c12 = 293.5 GPa
m11+2*m12 = 13.50 (dimensionless)
pi11-pi12 = -155.6 (1e-11/Pa)
c11-c12 = 101.8 GPa
m11-m12 = -158.40 (dimensionless)
stress = 20 MPa, temperature = 300 K
Poisson ratio [100] = 0.2783
Young modulus [100] = 130.1 GPa
axial strain [100] = 153.7 (1e-6)
side strain [100] = -42.8 (1e-6)
part m11*axial strain = -1.554 %
part 2*m12*side strain = -0.490 %
resistivity change [100] = -2.044 %
resistivity change [110] = -0.624 %
gauge factor, resistivity part = -133.0
geometry part 1+2*nu = 1.56
gauge factor, resistance = -131.4
model inputs: Xi_u = 9.0 eV, m_l = 0.92, m_t = 0.19 (m_e)
mass ratio L = 4.84, kT = 25.85 meV
valley model m11 = -83.5, m12 = 41.7
valley splitting at 20 MPa = 1.77 meV
model, 20 MPa: linear -1.640 %, full -1.595 %
nonlinear correction at 20 MPa = -2.7 % of the effect
linear law with pi11 at 1 GPa = -102.2 %
model, 1 GPa: linear -82.0 %, full -25.5 %
model effect at 400 K / at 300 K = 0.750
band density of states = 2.74e+19 cm^-3
degeneracy loss at 1e15 cm^-3 = 1.3e-03 %
degeneracy loss at 1e19 cm^-3 = 11.3 %
1 % errors in pi11, pi12 shift m11 by up to 2.38
1 % errors in pi11, pi12 shift m12 by up to 1.88
1 % errors in pi11, pi12 shift m11+2*m12 by up to 6.13
no test failed
```
